# Why a Gaussian-matched grating coupler has a 40 nm bandwidth

Tilting the fibre above a silicon grating coupler by one degree moves the wavelength of best coupling by about 7.35 nm, for a group index of 3.8 and a fibre near 10° at 1550 nm. A Gaussian fibre mode of radius 5.2 µm loses 1 dB when the incoming beam is misdirected by 2.61°. The product is about 19 nm. Since the error can have either sign, the coupler should work over about 38 nm. The bandwidth is thus the angular tolerance of the fibre read through the angular dispersion of the grating. The two numbers and their product follow from one phase-mismatch argument.

## The estimate on an envelope

Let guided light travel along \(x\) and leak upwards over a length comparable with the fibre mode. At the centre wavelength \(\lambda_0\), light from all parts of the grating arrives in phase with the fibre mode. At another wavelength a phase error \(\delta x\) builds up along the grating. Coupling suffers noticeably once this error reaches about one radian at one beam radius \(w\), that is, when \(|\delta| w\approx 1\).

The error grows with frequency because light reaching a later part of the grating has been delayed. The guided delay per unit length is \(n_g/c\), where \(n_g\) is the group index. The tilted fibre wavefront has a delay \(\sin\theta/c\) of its own, which compensates a small part. A wavelength change \(\Delta\lambda\) therefore gives

\[
|\delta|\approx \frac{2\pi}{\lambda_0^2}(n_g-\sin\theta)|\Delta\lambda| .
\]

With \(w\approx5.3\) µm and \(n_g-\sin\theta\approx3.63\), the condition \(|\delta|w=1\) gives

\[
|\Delta\lambda|\approx\frac{(1.55)^2}{2\pi(5.3)(3.63)}\ \text{µm}\approx 0.020\ \text{µm},
\]

or a full band of roughly 40 nm. It remains to derive the mismatch, to replace "about one radian" by the 1 dB condition, and to see what the estimate leaves out.

## Mismatch at a fixed fibre angle

Fields vary as \(e^{-i\omega t}\), and \(\lambda\) is the vacuum wavelength. The angle \(\theta\) is measured in air from the surface normal. It is positive when the outgoing beam leans towards the direction of guided propagation. The fibre stays fixed while the wavelength changes.

A guided mode with propagation constant \(\beta=2\pi n_{\rm eff}/\lambda\) reaches tooth number \(m\), at \(x_m=m\Lambda\), with phase \(\beta m\Lambda\). Subtracting \(2\pi m\) changes nothing physical, so the emitted phase can be written \((\beta-2\pi/\Lambda)x_m\). This is first-order diffraction. A plane wave leaving at angle \(\theta\) has surface phase \((\omega/c)x\sin\theta\). The mismatch between the two is

\[
\delta(\omega)=\beta(\omega)-\frac{2\pi}{\Lambda}-\frac{\omega}{c}\sin\theta .
\]

Setting \(\delta=0\) at \(\lambda_0\) fixes the period:

\[
\Lambda=\frac{\lambda_0}{n_{\rm eff}-\sin\theta}.
\]

Now \(\Lambda\) and \(\theta\) are held constant and the frequency is changed. Since \(\beta=\omega n_{\rm eff}/c\),

\[
\frac{d\beta}{d\omega}=\frac1c\left(n_{\rm eff}+\omega\frac{dn_{\rm eff}}{d\omega}\right)=\frac{n_g}{c},
\qquad
n_g=n_{\rm eff}-\lambda\frac{dn_{\rm eff}}{d\lambda}.
\]

The last form uses \(\omega\,d/d\omega=-\lambda\,d/d\lambda\), which follows from \(\omega=2\pi c/\lambda\). The grating term \(2\pi/\Lambda\) does not depend on frequency, so

\[
\frac{d\delta}{d\omega}=\frac{n_g-\sin\theta}{c}.
\]

To first order, \(\omega-\omega_0=-2\pi c\,\Delta\lambda/\lambda_0^2\). Hence

\[
\delta=-\frac{2\pi}{\lambda_0^2}(n_g-\sin\theta)\,\Delta\lambda .
\]

The effective index sets the period, while the group index sets how fast phase matching is lost.

## Overlap with the fibre mode

By reciprocity, coupling from fibre to guide has the same efficiency as coupling from guide to the same fibre mode, so the outgoing problem is enough. The efficiency is the squared overlap between the emitted field and the fibre field. The direction across the grating contributes a factor taken as independent of wavelength.

Let the fibre field fall as \(e^{-\xi^2/w_0^2}\), where \(\xi\) is measured perpendicular to the beam axis. A point \(x\) on the surface lies at \(\xi=x\cos\theta\), so the field there is \(e^{-x^2/w^2}\) with

\[
w=\frac{w_0}{\cos\theta}.
\]

The wavefront is treated as flat, with the fibre waist at the grating. A Gaussian-matched grating emits the same amplitude profile. The product of the two fields is \(e^{-2x^2/w^2}\), and detuning multiplies it by \(e^{i\delta x}\). Relative to the peak,

\[
\frac{\eta}{\eta_0}=
\left|\frac{\int e^{-2x^2/w^2+i\delta x}\,dx}{\int e^{-2x^2/w^2}\,dx}\right|^2 .
\]

Completing the square gives

\[
-\frac{2x^2}{w^2}+i\delta x=
-\frac{2}{w^2}\left(x-\frac{i\delta w^2}{4}\right)^2-\frac{\delta^2w^2}{8}.
\]

The shifted Gaussian has the same integral as the unshifted one, because the integrand is analytic and vanishes at large \(|x|\). The ratio of integrals is \(e^{-\delta^2w^2/8}\), and squaring it gives

\[
\frac{\eta}{\eta_0}=e^{-\delta^2w^2/4}.
\]

A loss of 1 dB means \(\eta/\eta_0=10^{-0.1}\). Taking the logarithm,

\[
\frac{\delta^2w^2}{4}=0.1\ln10,
\qquad
|\delta|=\frac{2\sqrt{0.1\ln10}}{w}.
\]

Inserting the mismatch and doubling \(|\Delta\lambda|\) to count both edges gives

\[
\boxed{B=\frac{2}{\pi}\sqrt{0.1\ln10}\;
\frac{\lambda_0^2\cos\theta}{w_0(n_g-\sin\theta)}} .
\]

The linear relation between frequency and wavelength costs little here. Its next term shifts both edges the same way, and the full width changes by a relative amount of order \((\Delta\lambda/\lambda_0)^2\), about \(10^{-4}\).

## The numbers

For \(\theta=10^\circ\), \(\sin\theta=0.1736\) and \(\cos\theta=0.9848\). The footprint radius is

\[
w=\frac{5.2}{0.9848}=5.280\ \text{µm}.
\]

With \(\sqrt{0.1\ln10}=0.4799\), the mismatch at 1 dB is

\[
|\delta|=\frac{2(0.4799)}{5.280}=0.1818\ \text{rad/µm}.
\]

Thus \(|\delta|w=0.96\), close to the one radian guessed above. With \(n_g-\sin\theta=3.8-0.1736=3.6264\),

\[
B=2\,\frac{(1.55)^2(0.1818)}{2\pi(3.6264)}\ \text{µm}
=0.0383\ \text{µm}=38.3\ \text{nm},
\]

or 4.78 THz. At this precision the result mainly reflects the chosen group index: \(n_g=3.6\) gives 40.6 nm and \(n_g=4.0\) gives 36.3 nm, with all else fixed. "Roughly 40 nm" is the right degree of confidence.

For a loss of \(L\) decibels, \(0.1\ln10\) is replaced by \(0.1L\ln10\), so the width grows as \(\sqrt L\). The 3 dB band is \(\sqrt3\) times wider, about 66 nm.

## The same result in angles

The opening numbers come from separating this formula into two factors. Along the line of perfect phase matching,

\[
n_{\rm eff}(\lambda)-\sin\theta=\frac{\lambda}{\Lambda}.
\]

Differentiate at fixed \(\Lambda\), and use \(1/\Lambda=(n_{\rm eff}-\sin\theta)/\lambda\):

\[
\frac{dn_{\rm eff}}{d\lambda}\,d\lambda-\cos\theta\,d\theta
=\frac{n_{\rm eff}-\sin\theta}{\lambda}\,d\lambda .
\]

Collecting the terms in \(d\lambda\) produces the group index:

\[
\frac{d\lambda}{d\theta}=-\frac{\lambda\cos\theta}{n_g-\sin\theta}
=-7.35\ \text{nm/deg}.
\]

The minus sign means that leaning the fibre further forward moves the peak to shorter wavelength.

At fixed wavelength, an angular error \(\Delta\theta\) changes the surface wavenumber by \((2\pi/\lambda_0)\cos\theta\,\Delta\theta\). Since \(w\cos\theta=w_0\), the overlap becomes

\[
e^{-(\Delta\theta/\theta_0)^2},\qquad
\theta_0=\frac{\lambda_0}{\pi w_0}=5.44^\circ .
\]

The 1 dB tolerance is \(0.4799\,\theta_0=2.61^\circ\). Multiplying it by the tuning rate and by two recovers \(B\). A smaller fibre mode accepts a wider cone of angles, and hence a wider band.

The formula also shows what tilt can do. Differentiating \(\cos\theta/(n_g-\sin\theta)\) and setting the numerator to zero gives

\[
-\sin\theta(n_g-\sin\theta)+\cos^2\theta=1-n_g\sin\theta=0 .
\]

The widest band occurs at \(\sin\theta=1/n_g\), or 15.3° here, and is 38.5 nm if \(n_g\) and \(w_0\) stay fixed. Going from 10° to this optimum gains less than 1%. A backward tilt of 10° makes \(\sin\theta\) negative and reduces the band to 35.0 nm.

Normal emission needs separate treatment. At \(\theta=0\), phase matching requires \(\beta=2\pi/\Lambda\), and two grating momenta then turn \(\beta\) into \(-\beta\). The grating can reflect the guided mode, and a slowly varying \(n_g\) is no longer a safe assumption. At the tuning rate above, this condition lies about 75 nm to the red of the 10° design wavelength, well outside the 1 dB band.

## Comparison with a dispersive slab

The derivation used a constant group index and a continuous emitter. A more explicit model keeps neither. Take a 220 nm silicon slab between oxide claddings, with indices 3.476 and 1.444 at 1550 nm. Give silicon a rough index slope of −0.08 per µm. Solving the slab equation for the fundamental transverse-electric mode gives \(n_{\rm eff}=2.848\) and \(n_g=3.70\). For a 10° forward tilt the period is 580 nm.

For each tilt in the table, place point scatterers at the period that gives phase matching at 1550 nm, with Gaussian strengths, driven by the slab mode. They are assumed not to alter its dispersion. Summing their fields against a tilted Gaussian beam that diffracts as it travels, and locating the peak and 1 dB points numerically, gives these bandwidths:

| \(w_0\) (µm) | Tilt | Sum (nm) | Formula (nm) |
|---:|---:|---:|---:|
| 5.2 | +10° | 39.4 | 39.4 |
| 5.2 | −10° | 35.9 | 35.9 |
| 3.5 | +20° | 58.7 | 58.7 |
| 8.0 | +10° | 25.6 | 25.6 |

The formula here uses the slab's own \(n_g\). Replacing it by \(n_{\rm eff}\) in the first case would give 52.0 nm, about 32% above the sum. The difference is the dispersion of the guided mode.

The group index itself varies with wavelength, by −0.185 per µm in this slab. The linear silicon index leaves out the curvature of the material dispersion; Sellmeier indices for silicon and silica give about −0.44 per µm, with \(n_g=3.71\). Either value adds to \(\delta\) a term quadratic in frequency. To leading order it moves both band edges in the same direction, so the band shifts but its width does not change. Adding this dispersion to the example with \(n_g=3.8\) leaves the width at 38.3 nm.

## How much depends on the Gaussian profile

Let the product of emitted and fibre amplitudes at the centre wavelength be any non-negative weight, and let angle brackets denote averages over it. For small \(\delta\),

\[
|\langle e^{i\delta x}\rangle|^2
=\left(1-\frac{\delta^2\langle x^2\rangle}{2}\right)^2+\delta^2\langle x\rangle^2+\dots
=1-\delta^2\,\mathrm{Var}(x)+\dots
\]

Initially, then, the variance of the weight alone controls the loss. In the Gaussian case it is \(w^2/4\).

A uniform grating emits an amplitude \(\sqrt{2\alpha}\,e^{-\alpha x}\) from \(x=0\) onwards. With the fibre centred at \(x_0\), the weight is \(e^{-\alpha x-(x-x_0)^2/w^2}\). Call its integral \(I\); the peak efficiency is proportional to \(\alpha I^2\). Maximising with respect to \(x_0\) gives \(\langle x\rangle=x_0\). Maximising with respect to \(\alpha\) gives \(\langle x\rangle=1/(2\alpha)\). The integral of the derivative of \(x\) times the weight vanishes, since that product is zero at both ends. Therefore

\[
1-\alpha\langle x\rangle-\frac{2}{w^2}\langle x(x-x_0)\rangle=0 .
\]

The second term is \(1/2\), and the last average is the variance because \(\langle x\rangle=x_0\). Hence \(\mathrm{Var}(x)=w^2/4\), the same as for the matched Gaussian. Numerical optimisation gives a peak overlap of 0.801 along the grating, against 1 for the match, and a bandwidth of 38.5 nm. In this model, matching the profile improves the peak efficiency but hardly changes the relative bandwidth.

The strength of the teeth may also vary with wavelength. Let \(P(x)\) be the guided power left in a fully emitting matched grating, with \(P\) falling from 1 to 0. Multiplying every local leak rate by \(1+\epsilon\) changes \(P\) to \(P^{1+\epsilon}\). The emitted power density \(S=-dP/dx\) becomes \((1+\epsilon)P^\epsilon S\). At perfect phase matching the overlap with the original profile is

\[
\left[\sqrt{1+\epsilon}\int_0^1P^{\epsilon/2}\,dP\right]^2
=\frac{1+\epsilon}{(1+\epsilon/2)^2}.
\]

The numerator and denominator differ by \(\epsilon^2/4\), so there is no first-order loss. A 10% increase costs only 0.01 dB. With a leak rate varying as \(\lambda^{-4}\), numerical integration gives a band of 38.3 nm.

## What a real coupler changes

The mode radius is typical of standard single-mode fibre near 1550 nm, and a 220 nm silicon layer on about 2 µm of buried oxide is a familiar platform. The real fibre mode is only approximately Gaussian: a step-index LP01 mode with the same mode-field radius gives 38.2 nm against the Gaussian grating used here, and a tolerance of 2.52° with a band of 37.1 nm against an emitter matched to it. The group index 3.8 is an assumed value, and a high one for this platform: oxide-clad slabs of 220 nm and 150 nm have group indices of about 3.71 and 3.52, for which the formula gives 39 and 42 nm. The relevant mode is that of the etched grating, so each design needs its own \(n_g\), which depends on etch depth and fill factor. A real grating also cannot follow the Gaussian profile completely: the required leak rate \(S/P\) starts near zero, and at a fixed etch depth very weak teeth need very small features. The uniform grating above is an extreme case that loses peak efficiency but keeps its bandwidth. Profiles between the two need their own calculation.

A group index that varies along the grating has little effect if the variation is gentle. An increase of 0.2 per footprint radius, with the period adjusted to keep the centre wavelength in phase, leaves the width at 38.3 nm.

A tilted fibre with a flat end and a cladding radius of 62.5 µm touches the chip at its rim. Its centre is then \(62.5\tan10^\circ=11.0\) µm from the grating along the beam. The Rayleigh range is \(z_R=\pi w_0^2/\lambda_0=54.8\) µm. With \(D=d/z_R\) for a gap \(d\), diffraction replaces \(1/w^2\) in the fibre field by \(1/[w^2(1+iD)]\), up to the sign of \(i\). The combined Gaussian coefficient is

\[
a=\frac1{w^2}\left(1+\frac1{1+iD}\right),
\qquad
\mathrm{Re}\,\frac1a=w^2\,\frac{2+D^2}{4+D^2}.
\]

The relative efficiency is \(e^{-\delta^2\mathrm{Re}(1/a)/2}\), so the bandwidth is multiplied by

\[
\sqrt{\frac{4+D^2}{2(2+D^2)}} .
\]

The touching fibre gives 38.1 nm, and a 50 µm gap gives 35.4 nm. Each value is relative to its own peak, with the beam axis kept on the grating centre.

Light emitted downwards can reflect from the silicon substrate and interfere with the upward beam. A simple model has equal emission up and down and one reflection of amplitude \(r=(1.444-3.476)/(1.444+3.476)\). If \(\phi\) is the round-trip phase in the oxide, evaluated at the fibre angle for every wavelength, the upward and downward powers are proportional to \(|1+re^{i\phi}|^2\) and \(1-r^2\). Their ratio sets the upward fraction, and their sum scales the leak rate. The model leaves out the phase gathered in the silicon layer, which depends on where the teeth scatter. The oxide thicknesses quoted below for strong or weak emission can therefore shift in a real device. For 2.0 µm of oxide the upward fraction is 0.633 at 1550 nm, and the band is 37.7 nm.

Of the corrections computed here, oxide thickness can move the result the most. Between 1.8 and 2.4 µm, sampled every 0.05 µm, the band ranges from 36.7 to 45.4 nm. The largest value occurs at 2.15 µm, close to destructive interference, where the upward fraction is only 0.299. As a function of wavelength, that fraction has a minimum where \(\phi=8\pi\), near 1541 nm. Its upward curvature partly offsets the downward curvature of the overlap, which widens the band. The wider relative band comes with a weak peak. The upper end of the range is uncertain by a few nanometres. Finer sampling gives 46.8 nm near 2.16 µm. Giving each plane-wave component of the beam its own oxide phase, since a detuned grating emits at a different angle, lowers the value at 2.15 µm to 43.9 nm while leaving the 2.0 µm value almost unchanged.

Combining the touching fibre, the two variations of \(n_g\), the \(\lambda^{-4}\) leak rate and the 2.0 µm oxide gives 37.3 nm, with the peak moved to about 1552 nm. This combined model still omits repeated reflections and the full electromagnetic response of the etched teeth. For this oxide thickness, the simple formula is 1 nm too wide compared with the combined model, less than the change caused by an uncertainty of 0.2 in the group index.
